# Why Tension Can Favour Stacking Faults in (001) Diamond-Structure Films: a program that tests the result

```python
# RESULT UNDER TEST
# In a biaxially stressed (001) diamond-structure film the 90-degree partial
# feels twice the resolved stress of the 30-degree partial. Stacking makes the
# 90-degree partial lead in tension and trail in compression. A faulted film is
# the lowest-energy state only in tension, above a threshold strain, and in a
# finite window of thickness h1 < h < h_add.
# SYMBOLS: sigma = size of misfit stress (GPa), b = partial Burgers length (nm),
# gamma = fault energy (J/m2), phi = angle of {111} to (001), h = thickness (nm),
# k = mu/(4 pi (1-nu)) (GPa), A = k b^2 (nJ/m), core = core radius (nm),
# m90, m30 = resolved-stress factors, q = drag of trailing / drag of leading.
# Units are consistent: GPa*nm = J/m2 and GPa*nm^2 = nJ/m.
import itertools
import numpy as np
from scipy import constants
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq
from scipy.spatial.distance import cdist

# ---------- inputs: rough typical values for silicon ----------
a0 = 0.543
C11, C12, C44 = 166.0, 64.0, 80.0
gamma0, core0, strain0 = 0.060, 0.20, 0.012
T_growth = 900.0
mu = (C11 - C12 + 3 * C44) / 5
lam = (C11 + 4 * C12 - 2 * C44) / 5
nu = lam / (2 * (lam + mu))
M = C11 + C12 - 2 * C12**2 / C11
b = a0 / np.sqrt(6)
phi = np.arccos(1 / np.sqrt(3))
sn, cs = np.sin(phi), np.cos(phi)
m90, m30 = sn * cs, sn * cs / 2
k = mu / (4 * np.pi * (1 - nu))
A = k * b * b
sigma0 = M * strain0

# ---------- order of partials from an explicit lattice (length unit a0) ----------
ints = np.array([p for p in itertools.product(range(-6, 7), repeat=3)
                 if sum(p) % 2 == 0]) / 2.0
atoms = np.vstack([ints, ints + 0.25])
bond = np.sqrt(3) / 4
shifts = [np.array(p) * np.array(s) / 6.0
          for p in ((1, 1, 2), (1, 2, 1), (2, 1, 1))
          for s in itertools.product((1, -1), repeat=3)]
biaxial = np.diag([1.0, 1.0, 0.0])
found = {}
allowed_counts = []
worst_forbidden = []
for plane in ((1, 1, 1), (-1, 1, 1), (1, -1, 1), (-1, -1, 1)):
    n = np.array(plane) / np.sqrt(3)
    height = atoms @ n
    levels = np.unique(np.round(height[np.abs(height) < 1.0], 6))
    gaps = np.diff(levels)
    mids = (levels[1:] + levels[:-1]) / 2
    narrow = mids[gaps < 0.2]
    cut = narrow[np.argmin(np.abs(narrow))]
    lower = atoms[height < cut]
    upper = atoms[(height > cut) & (height < cut + 0.7)
                  & (np.linalg.norm(atoms, axis=1) < 1.3)]

    def contact(u):
        return cdist(upper + u, lower).min()

    line = np.cross(n, [0, 0, 1.0])
    line /= np.linalg.norm(line)

    def describe(u):
        size = np.linalg.norm(u)
        angle = np.degrees(np.arccos(min(1.0, abs(u @ line) / size)))
        return round(angle), u @ biaxial @ n / size

    in_plane = [u for u in shifts if abs(u @ n) < 1e-9]
    assert len(in_plane) == 6 and abs(contact(np.zeros(3)) - bond) < 1e-9
    good = [u for u in in_plane if contact(u) > 0.99 * bond]
    allowed_counts.append(len(good))
    worst_forbidden.append(min(contact(u) for u in in_plane))
    for name, sign in (("tension", 1), ("compression", -1)):
        for u in good:
            if sign * describe(u)[1] <= 0:
                continue
            for v in in_plane:
                if sign * describe(v)[1] > 0 and contact(u + v) > 0.99 * bond:
                    twice = 2 * (u + v)
                    assert np.allclose(twice, np.round(twice))
                    assert round(twice.sum()) % 2 == 0
                    found.setdefault(name, []).append(
                        (describe(u)[0], describe(v)[0],
                         abs(describe(u)[1]), abs(describe(v)[1])))
assert allowed_counts == [3, 3, 3, 3]
for name, expected in (("tension", (90, 30, m90, m30)),
                       ("compression", (30, 90, m30, m90))):
    assert len(found[name]) == 8
    assert np.allclose(found[name], expected, atol=1e-9)

# ---------- moving pair with viscous drag ----------
def steady_gap(sigma, mL, mT, q):
    rest = gamma0 - sigma * b * (mL * q - mT) / (1 + q)
    return A / rest if rest > 0 else np.inf

def simulate_gap(sigma, mL, mT, q, t_end):
    def rate(t, x):
        push = A / (x[0] - x[1])
        return [mL * sigma * b - gamma0 + push,
                (mT * sigma * b + gamma0 - push) / q]
    sol = solve_ivp(rate, (0, t_end), [5.0, 0.0], method="LSODA",
                    rtol=1e-10, atol=1e-9, t_eval=[t_end / 2, t_end])
    assert sol.success
    return sol.y[0] - sol.y[1]

def split_stress(q, tension=True):
    factor = (2 * q - 1) if tension else (q - 2)
    return gamma0 * (1 + q) / (b * m30 * factor) if factor > 0 else np.inf

gap_tension = steady_gap(sigma0, m90, m30, 1.0)
gap_compression = steady_gap(sigma0, m30, m90, 1.0)
assert abs(simulate_gap(sigma0, m90, m30, 1.0, 5e5)[1] / gap_tension - 1) < 1e-3
assert abs(simulate_gap(sigma0, m30, m90, 1.0, 5e3)[1] / gap_compression - 1) < 1e-4
for q in (0.8, 1.0, 3.0):
    s = split_stress(q)
    run = simulate_gap(1.3 * s, m90, m30, q, 1e5)
    assert run[1] > 1.8 * run[0]
    run = simulate_gap(0.8 * s, m90, m30, q, 1e5)
    assert abs(run[1] / run[0] - 1) < 1e-3
# very large stress isolates the critical drag ratios 1/2 and 2
for mL, mT, q_critical in ((m90, m30, 0.5), (m30, m90, 2.0)):
    run = simulate_gap(60.0, mL, mT, 1.15 * q_critical, 1e5)
    assert run[1] > 1.8 * run[0]
    run = simulate_gap(60.0, mL, mT, 0.85 * q_critical, 1e4)
    assert abs(run[1] / run[0] - 1) < 1e-3
s = split_stress(2.5, tension=False)
run = simulate_gap(1.3 * s, m30, m90, 2.5, 1e5)
assert run[1] > 1.8 * run[0]
run = simulate_gap(0.8 * s, m30, m90, 2.5, 1e5)
assert abs(run[1] / run[0] - 1) < 1e-3

# ---------- edge dislocations below a free surface ----------
def edge_interaction(deep, shallow, angle=phi):
    """Energy / (k b1 b2) of edge parts on one plane inclined by angle."""
    gap = (deep - shallow) / np.sin(angle)
    D = gap * np.cos(angle) - 1j * (deep + shallow)
    Dc = np.conj(D)
    turn = np.exp(-2j * angle) * (-1 - 2j * deep / D + 2j * shallow / Dc)
    return (2 * np.log(np.abs(D) / gap) + 1 + np.real(turn)
            + 4 * deep * shallow * np.real(1 / Dc**2))

def potentials(z, deep, angle):
    """Stress potentials of a unit edge dislocation (k=1) at depth deep."""
    z0 = -1j * deep
    B = -1j * np.exp(1j * angle)
    Bc, zc, w = np.conj(B), np.conj(z0), z0 - np.conj(z0)
    R, D = z - z0, z - zc
    P1 = -B / D - w * Bc / D**2
    dP1 = B / D**2 + 2 * w * Bc / D**3
    P = B / R + P1
    dP = -B / R**2 + dP1
    Q = Bc / R + zc * B / R**2 - Bc / D - P1 - z * dP1
    return P, dP, Q

for angle in (phi, 0.5, 1.2):
    for x in (-17.0, -2.0, 0.3, 9.0):
        P, dP, Q = potentials(x + 0j, 10.0, angle)
        traction = P + np.conj(P) + x * np.conj(dP) + np.conj(Q)
        assert abs(traction) < 1e-12
    def shear(s, deep=10.0):
        z = -1j * deep + s * np.exp(1j * angle)
        P, dP, Q = potentials(z, deep, angle)
        return np.imag(np.exp(2j * angle) * (np.conj(z) * dP + Q))
    top = 10.0 / np.sin(angle)
    for gap in (0.01, 1.0, 6.0):
        work = quad(lambda y: shear(np.exp(y)) * np.exp(y),
                    np.log(gap), np.log(top), epsabs=1e-10)[0]
        formula = edge_interaction(10.0, 10.0 - gap * np.sin(angle), angle)
        assert abs(work - formula) < 1e-7
        if gap == 0.01:
            near = 2 * (np.log(20.0 / gap) + 0.5 * np.cos(2 * angle))
            assert abs(work - near) < 5e-3      # remainder is of order gap/depth
# screw part: direct field plus opposite image, integrated along the cut
def screw_shear(s):
    t = np.exp(1j * phi)
    r = -10j + s * t - 10j
    return 1 / s - np.real(np.conj(t) * r) / abs(r)**2
screw_work = quad(screw_shear, 0.01, 10 / sn, points=[0.1, 1.0], limit=200)[0]
assert abs(screw_work - np.log(20 / 0.01)) < 2e-3

# ---------- energies of the faulted film and of the complete pair ----------
EDGE = {90: 1.0, 30: 0.5}
SCREW = {90: 0.0, 30: np.sqrt(3) / 2}
FACTOR = {90: m90, 30: m30}

def self_energy(kind, depth, core, scale):
    e, s = EDGE[kind]**2, SCREW[kind]**2
    log = np.log(2 * depth / core)
    return A * scale[kind] * (e * (log + 0.5 * np.cos(2 * phi)) + (1 - nu) * s * log)

UNIT = {90: 1.0, 30: 1.0, "pair": 1.0}

def fault_energy(h, strain, lead, gamma=gamma0, core=core0, scale=UNIT, step=0.0):
    force = FACTOR[lead] * M * strain * b - gamma
    return (self_energy(lead, h, core, scale) - force * h / sn
            + step * b * FACTOR[lead] / cs)

def pair_energy(h, deep, shallow, strain, lead, gamma=gamma0, core=core0,
                scale=UNIT, step=0.0):
    trail = 120 - lead
    pull = M * strain * b / sn
    return (self_energy(lead, deep, core, scale)
            + self_energy(trail, shallow, core, scale)
            + A * scale["pair"] * 0.5 * edge_interaction(deep, shallow)
            + gamma * (deep - shallow) / sn
            - pull * (FACTOR[lead] * np.minimum(deep, h)
                      + FACTOR[trail] * np.minimum(shallow, h))
            + step * b * (m90 + m30) / cs)

gap_grid = np.logspace(np.log10(0.3), np.log10(60.0), 800)

def best_pair(h, strain, lead, **opt):
    e = pair_energy(h, h + gap_grid * sn, h, strain, lead, **opt)
    i = int(np.argmin(e))
    return e[i], gap_grid[i]

def last_root(f):
    hs = np.logspace(0, 4, 90)
    v = np.array([f(x) for x in hs])
    if v[-1] > 0:
        return np.inf
    positive = np.nonzero(v > 0)[0]
    assert len(positive) > 0
    i = positive[-1]
    return brentq(f, hs[i], hs[i + 1], xtol=1e-6)

def limits(strain, lead, **opt):
    h1 = last_root(lambda h: fault_energy(h, strain, lead, **opt))
    h_add = last_root(lambda h: best_pair(h, strain, lead, **opt)[0]
                      - fault_energy(h, strain, lead, **opt))
    h_pair = last_root(lambda h: best_pair(h, strain, lead, **opt)[0])
    return h1, h_add, h_pair

tens = limits(strain0, 90)
comp = limits(strain0, 30)
assert tens[0] < tens[2] < tens[1]      # faulted film is the ground state between
assert comp[1] < comp[2] < comp[0]      # pair forms first, no faulted ground state
for e in np.linspace(0.004, 0.020, 9):
    c = limits(e, 30)
    assert c[1] < c[0]
# free search over both positions: trailing partial does sit at the interface
for lead, h in ((90, tens[1]), (30, comp[2])):
    shallow = h * np.linspace(0.5, 1.6, 221)[:, None]
    deep = shallow + gap_grid[None, :] * sn
    free = pair_energy(h, deep, shallow, strain0, lead)
    i, j = np.unravel_index(np.argmin(free), free.shape)
    assert abs(shallow[i, 0] / h - 1) < 0.006
    assert free.min() > best_pair(h, strain0, lead)[0] - 1e-3
strain_open = brentq(lambda e: limits(e, 90)[0] - limits(e, 90)[1], 0.005, 0.012,
                     xtol=1e-6)
assert limits(0.9 * strain_open, 90)[0] > limits(0.9 * strain_open, 90)[1]

# ---------- elastic anisotropy of the line energies ----------
def line_tensor(c11, c12, c44):
    d = np.eye(3)
    C = (c12 * np.einsum("ij,kl->ijkl", d, d)
         + c44 * (np.einsum("ik,jl->ijkl", d, d) + np.einsum("il,jk->ijkl", d, d)))
    for i in range(3):
        C[i, i, i, i] += c11 - c12 - 2 * c44
    p, r = np.array([1, 1, 0]) / np.sqrt(2), np.array([0, 0, 1.0])
    total = np.zeros((3, 3))
    N = 360
    for w in np.arange(N) * 2 * np.pi / N:
        m, n = np.cos(w) * p + np.sin(w) * r, -np.sin(w) * p + np.cos(w) * r
        br = lambda x, y: np.einsum("i,ijkl,l->jk", x, C, y)
        total += br(m, m) - br(m, n) @ np.linalg.solve(br(n, n), br(n, m))
    return total / N / (4 * np.pi)

b90 = a0 / 6 * np.array([1, 1, -2.0])
b30 = a0 / 6 * np.array([2, -1, -1.0])
iso = line_tensor(lam + 2 * mu, lam, mu)
ani = line_tensor(C11, C12, C44)
assert abs(b90 @ iso @ b90 / A - 1) < 1e-9
assert abs(b30 @ iso @ b30 / (A * (0.25 + 0.75 * (1 - nu))) - 1) < 1e-9
assert abs(2 * b90 @ iso @ b30 / A - 1) < 1e-9
scale_ani = {90: b90 @ ani @ b90 / (b90 @ iso @ b90),
             30: b30 @ ani @ b30 / (b30 @ iso @ b30),
             "pair": b90 @ ani @ b30 / (b90 @ iso @ b30)}

# ---------- sizes of other neglected effects ----------
kT = constants.k * T_growth / constants.e
q_hot = np.exp(0.1 / kT)      # 30-degree barrier taken 0.1 eV higher, rough

def loop_barrier(force):
    """Line-tension estimate for a surface half-loop, in eV."""
    R = np.linspace(0.3, 200, 40000)
    e = (np.pi * R * A * (1 - nu / 2) * np.log(R / core0)
         - force * np.pi * R**2 / 2)
    i = int(np.argmax(e))
    assert 0 < i < len(R) - 1
    return e[i] * 1e-18 / constants.e, R[i]

f90, f30 = m90 * sigma0 * b, m30 * sigma0 * b
bar_t, bar_c = loop_barrier(f90 - gamma0), loop_barrier(f30 - gamma0)

# ---------- printed results ----------
def show(label, pair):
    print(f"{label}: h1 = {pair[0]:.2f} nm, h_add = {pair[1]:.2f} nm")

print(f"Inputs: a0 = {a0} nm, C11, C12, C44 = {C11:.0f}, {C12:.0f}, {C44:.0f} GPa")
print(f"Inputs: gamma = {gamma0:.3f} J/m2, core = {core0:.2f} nm, strain = {100*strain0:.2f} %")
print(f"Isotropic mu = {mu:.1f} GPa, nu = {nu:.3f}; biaxial modulus = {M:.1f} GPa")
print(f"Misfit stress = {sigma0:.3f} GPa; b = {b:.4f} nm; phi = {np.degrees(phi):.2f} deg")
print(f"k = {k:.3f} GPa; A = k b^2 = {A:.4f} nJ/m")
print(f"Bond length = {bond*a0:.4f} nm; closest atoms, forbidden shift = {min(worst_forbidden)*a0:.4f} nm")
for name in ("tension", "compression"):
    L, Tr, x, y = found[name][0]
    print(f"Lattice, {name}: leading {L} deg (m = {x:.4f}), trailing {Tr} deg (m = {y:.4f})")
print(f"Stress force on 90-deg partial = {f90:.4f} J/m2, on 30-deg = {f30:.4f} J/m2")
print(f"Net force on leader after fault cost: tension {f90-gamma0:.4f}, compression {f30-gamma0:.4f} J/m2")
print(f"Net force on follower with fault gain: tension {f30+gamma0:.4f}, compression {f90+gamma0:.4f} J/m2")
print(f"Pair separation, no stress = {A/gamma0:.2f} nm")
print(f"Pair separation, equal drag: tension {gap_tension:.1f} nm, compression {gap_compression:.2f} nm")
print(f"Splitting stress in tension, q = 1: {split_stress(1.0):.3f} GPa (strain {100*split_stress(1.0)/M:.2f} %)")
print(f"Splitting stress in tension, follower immobile: {gamma0/(b*m90):.3f} GPa")
print(f"Tension: h1 = {tens[0]:.2f} nm, h_pair = {tens[2]:.2f} nm, h_add = {tens[1]:.2f} nm")
print(f"Compression: h_add = {comp[1]:.2f} nm, h_pair = {comp[2]:.2f} nm, h1 = {comp[0]:.2f} nm")
print(f"Pair separation at h_add in tension = {best_pair(tens[1], strain0, 90)[1]:.2f} nm")
h_mid = (tens[0] + tens[1]) / 2
print(f"At h = {h_mid:.2f} nm in tension: E_fault = {fault_energy(h_mid, strain0, 90):.4f} nJ/m, "
      f"E_pair = {best_pair(h_mid, strain0, 90)[0]:.4f} nJ/m")
print(f"At h = {h_mid:.2f} nm in compression: E_fault = {fault_energy(h_mid, strain0, 30):.4f} nJ/m, "
      f"E_pair = {best_pair(h_mid, strain0, 30)[0]:.4f} nJ/m")
print(f"Threshold strain for a fault window in tension = {100*strain_open:.3f} % "
      f"(stress {M*strain_open:.3f} GPa, h = {limits(strain_open, 90)[0]:.2f} nm)")
for e in (0.006, 0.009, 0.015):
    show(f"Tension, strain {100*e:.1f} %", limits(e, 90))
print("Compression: no fault window at 9 strains from 0.4 to 2.0 %")
for g in (0.05, 0.07):
    show(f"Tension, gamma = {g:.2f} J/m2", limits(strain0, 90, gamma=g))
for r in (0.1, 0.3):
    show(f"Tension, core = {r:.1f} nm", limits(strain0, 90, core=r))
print(f"Anisotropic/isotropic line energy: 90-deg {scale_ani[90]:.3f}, "
      f"30-deg {scale_ani[30]:.3f}, interaction {scale_ani['pair']:.3f}")
show("Tension, anisotropic line energies", limits(strain0, 90, scale=scale_ani))
show("Tension, surface step at 1 J/m2 (rough)", limits(strain0, 90, step=1.0))
print(f"kT at {T_growth:.0f} K = {kT:.4f} eV; drag ratio for 0.1 eV = {q_hot:.2f}")
print(f"Splitting stress in tension at that drag ratio = {split_stress(q_hot):.3f} GPa")
print(f"Half-loop barrier, leader in tension = {bar_t[0]:.0f} eV at radius {bar_t[1]:.1f} nm")
print(f"Half-loop barrier, leader in compression = {bar_c[0]:.0f} eV at radius {bar_c[1]:.1f} nm")
print("all tests passed")
```

Running it gives:

```
Inputs: a0 = 0.543 nm, C11, C12, C44 = 166, 64, 80 GPa
Inputs: gamma = 0.060 J/m2, core = 0.20 nm, strain = 1.20 %
Isotropic mu = 68.4 GPa, nu = 0.217; biaxial modulus = 180.7 GPa
Misfit stress = 2.168 GPa; b = 0.2217 nm; phi = 54.74 deg
k = 6.951 GPa; A = k b^2 = 0.3416 nJ/m
Bond length = 0.2351 nm; closest atoms, forbidden shift = 0.0784 nm
Lattice, tension: leading 90 deg (m = 0.4714), trailing 30 deg (m = 0.2357)
Lattice, compression: leading 30 deg (m = 0.2357), trailing 90 deg (m = 0.4714)
Stress force on 90-deg partial = 0.2265 J/m2, on 30-deg = 0.1133 J/m2
Net force on leader after fault cost: tension 0.1665, compression 0.0533 J/m2
Net force on follower with fault gain: tension 0.1733, compression 0.2865 J/m2
Pair separation, no stress = 5.69 nm
Pair separation, equal drag: tension 101.5 nm, compression 2.93 nm
Splitting stress in tension, q = 1: 2.297 GPa (strain 1.27 %)
Splitting stress in tension, follower immobile: 0.574 GPa
Tension: h1 = 6.78 nm, h_pair = 8.60 nm, h_add = 10.40 nm
Compression: h_add = 6.01 nm, h_pair = 8.55 nm, h1 = 23.76 nm
Pair separation at h_add in tension = 3.58 nm
At h = 8.59 nm in tension: E_fault = -0.2885 nJ/m, E_pair = 0.0012 nJ/m
At h = 8.59 nm in compression: E_fault = 0.6989 nJ/m, E_pair = -0.0145 nJ/m
Threshold strain for a fault window in tension = 0.821 % (stress 1.484 GPa, h = 14.01 nm)
Tension, strain 0.6 %: h1 = 28.77 nm, h_add = 17.30 nm
Tension, strain 0.9 %: h1 = 11.65 nm, h_add = 13.10 nm
Tension, strain 1.5 %: h1 = 4.57 nm, h_add = 8.55 nm
Compression: no fault window at 9 strains from 0.4 to 2.0 %
Tension, gamma = 0.05 J/m2: h1 = 6.28 nm, h_add = 10.98 nm
Tension, gamma = 0.07 J/m2: h1 = 7.36 nm, h_add = 9.87 nm
Tension, core = 0.1 nm: h1 = 8.28 nm, h_add = 11.60 nm
Tension, core = 0.3 nm: h1 = 5.86 nm, h_add = 9.69 nm
Anisotropic/isotropic line energy: 90-deg 0.985, 30-deg 0.949, interaction 0.985
Tension, anisotropic line energies: h1 = 6.65 nm, h_add = 9.94 nm
Tension, surface step at 1 J/m2 (rough): h1 = 7.93 nm, h_add = 10.95 nm
kT at 900 K = 0.0776 eV; drag ratio for 0.1 eV = 3.63
Splitting stress in tension at that drag ratio = 0.849 GPa
Half-loop barrier, leader in tension = 72 eV at radius 8.7 nm
Half-loop barrier, leader in compression = 440 eV at radius 35.3 nm
all tests passed
```
